# Linear voltage rise during constant-current growth of an anodic oxide

## 1. Definitions, conventions and result

A flat metal anode carries a compact oxide of thickness $x(t)$. The coordinate $s$ runs from the metal, $s=0$, to the electrolyte, $s=x$. The electric field $E$ and the current density are positive in that direction. The total current density $j$ is held constant.

Two fractions describe the efficiency:

- $f_i$ is the fraction of $j$ that is ionic once the field is steady. The rest, $(1-f_i)j$, is electronic leakage, held constant throughout.
- $f_r$ is the fraction of oxidised metal that remains in the film. The rest enters the electrolyte.

The overall efficiency is $\eta=f_if_r$. The two factors must be kept apart, because leakage lowers both the field and the growth rate, while loss of oxidised metal lowers the growth rate alone.

The oxide has molar mass $M$, density $\rho$, permittivity $\varepsilon$ and $z$ electrons transferred per formula unit. With $F$ the Faraday constant, the oxide volume formed per unit charge is
$$v_c=\frac{M}{zF\rho}. \tag{1}$$

The cell voltage is
$$V(t)=V_{\rm off}+E(t)\,x(t). \tag{2}$$
The offset $V_{\rm off}$ collects the electrode reactions and the electrolyte resistance. It is taken as constant at fixed $j$. The product $Ex$ assumes a uniform field, hence negligible net space charge.

If the ionic current obeys $j_{\rm ion}=j_0e^{\beta E}$, with $j_0$ and $\beta$ independent of $x$ and $t$, then after a short transient
$$E_*=\frac1\beta\ln\frac{f_ij}{j_0},\qquad \frac{dV}{dt}=v_c\,\eta\,j\,E_* . \tag{3}$$
The voltage is a straight line with an offset, not in general a line through the origin.

## 2. The conduction law

Let ions of charge $q=Z_ie$ and volume density $n$ jump between planes a distance $L=2a$ apart. The top of the barrier lies midway, at distance $a$ from either plane. The zero-field barrier is $W$ and the attempt rate is $\nu$.

When a positive ion moves from its site to the barrier top along the field, its electrostatic energy changes by $-qEa$. For a backward jump the change is $+qEa$. If the field merely tilts the barrier in this way, the jump rates are
$$k_\pm=\nu\exp\!\left(-\frac{W\mp qaE}{kT}\right). \tag{4}$$

Each plane holds $nL$ ions per unit area. The net charge crossing the gap between two planes is therefore
$$j_{\rm ion}=qnL(k_+-k_-)=qnL\nu e^{-W/kT}\left(e^{qaE/kT}-e^{-qaE/kT}\right).$$
Define
$$J_p=qnL\nu,\qquad j_0=J_pe^{-W/kT},\qquad \beta=\frac{qa}{kT}. \tag{5}$$
Then
$$j_{\rm ion}=2j_0\sinh(\beta E). \tag{6}$$
For negative ions the charge and the preferred direction both reverse, so the current keeps its sign.

The ratio of backward to forward jumps is $k_-/k_+=e^{-2\beta E}$. When it is small,
$$j_{\rm ion}\simeq j_0e^{\beta E}. \tag{7}$$
In the opposite limit, $\beta E\ll1$, $\sinh(\beta E)\simeq\beta E$ and the film is ohmic: $j_{\rm ion}\simeq2j_0\beta E$. The logarithm in (3) must not be used there. The inverse of (6), valid in both limits, is
$$E_*=\frac1\beta\operatorname{arcsinh}\frac{f_ij}{2j_0}.$$

## 3. How the field becomes steady

The current through the film has ionic, electronic and displacement parts:
$$j=j_{\rm ion}+(1-f_i)j+\varepsilon\frac{dE}{dt}.$$
Subtracting the electronic part gives
$$\varepsilon\frac{dE}{dt}=f_ij-j_{\rm ion}(E). \tag{8}$$

At a steady field the left side vanishes, so $j_0e^{\beta E_*}=f_ij$. Taking the logarithm gives the first part of (3).

The approach to this value can be solved in closed form. Insert (7) into (8) and define $y=e^{-\beta E}$. Since $dy/dt=-\beta y\,dE/dt$ and $ye^{\beta E}=1$,
$$\frac{dy}{dt}=-\frac{\beta}{\varepsilon}\left(f_ijy-j_0\right)
=-\frac{y-y_*}{\tau}, \tag{9}$$
$$y_*=\frac{j_0}{f_ij}=e^{-\beta E_*},\qquad
\tau=\frac{\varepsilon}{\beta f_ij}.$$
The equation is linear. With initial field $E_0$ and $y_0=e^{-\beta E_0}$, its solution is
$$E(t)=-\frac1\beta\ln\left[y_*+(y_0-y_*)e^{-t/\tau}\right]. \tag{10}$$
As $t$ grows, the exponential vanishes and $E$ tends to $E_*$, from above or below.

Starting from $E_0=0$, $y_0=1$. While $e^{-t/\tau}\gg y_*$, equation (10) reduces to $E\simeq t/(\beta\tau)=f_ijt/\varepsilon$, the charging of a capacitor. The ramp ends when $e^{-t/\tau}=y_*$, which gives
$$t_c=\tau\ln(1/y_*)=\tau\beta E_*=\frac{\varepsilon E_*}{f_ij}. \tag{11}$$
At $t_c$ the field is still $\ln2/\beta$ below $E_*$. This deviation, $\ln[1+e^{-(t-t_c)/\tau}]/\beta$ for $y_*\ll1$, then decays with a time constant that tends to $\tau$. Equation (7) gives $j_0$ instead of zero current at zero field, but this error is negligible when $j_0\ll f_ij$.

### What the exponential does and does not do

Replace (7) by any continuous, strictly increasing law $j_{\rm ion}=g(E)$ that can carry the imposed ionic current. One field satisfies $g(E_*)=f_ij$, and (8) becomes
$$\varepsilon\frac{dE}{dt}=g(E_*)-g(E).$$
The right side is positive below $E_*$ and negative above it. The field therefore moves towards $E_*$ from either side. A straight voltage line does not establish exponential conduction; it is consistent with any such local law that has $g'(E_*)>0$. Close to $E_*$ the deviation then decays exponentially, with time constant $\varepsilon/g'(E_*)$. The line is straight once the field has come close to $E_*$ and several such times have then passed. Coming close can itself take much longer: for the exponential law started from zero field, it takes about the ramp time $t_c$ of (11). The exponential determines the value of the field and makes it depend weakly on current.

If the law depends explicitly on thickness, the steady field becomes $E_*(x)$. For slow growth, differentiating $E_*(x)x$ gives
$$\frac{dV}{dt}=\left(E_*+x\frac{dE_*}{dx}\right)\frac{dx}{dt},$$
and the line generally bends.

## 4. Faraday's law and the voltage line

For tantalum, used in the example, the anode reaction is
$$2\,{\rm Ta}+5\,{\rm H_2O}\rightarrow{\rm Ta_2O_5}+10\,{\rm H^+}+10\,e^- .$$
Both sides contain two Ta, five O and ten H, and the charges on the right cancel. Thus $z=10$.

Ionic charge $j_{\rm ion}dt$ per unit area corresponds to $j_{\rm ion}dt/(zF)$ moles of oxide units. A fraction $f_r$ stays in the film, and each mole occupies $M/\rho$. Hence
$$\frac{dx}{dt}=v_cf_rj_{\rm ion}. \tag{12}$$
This count holds whether metal ions move outward or oxygen ions move inward, provided that the lost metal has the same oxidation state as the metal in the oxide.

From (8), $j_{\rm ion}=f_ij-\varepsilon\,dE/dt$. Substitution in (12) and integration from $t=0$ give
$$x(t)=x_0+v_cf_r\left[f_ijt-\varepsilon(E-E_0)\right]. \tag{13}$$
The last term is the growth forgone because some charge was stored. After the transient, set $E=E_*$ and insert (13) into (2):
$$V(t)=V_{\rm off}+E_*\left[x_0-v_cf_r\varepsilon(E_*-E_0)\right]+v_c\eta jE_*\,t. \tag{14}$$
The coefficient of $t$ is the voltage rate in (3).

### Changing the current

With $T$, $f_i$ and $f_r$ fixed, replacing $j$ by $\lambda j$ raises the field by $\ln\lambda/\beta$. The voltage rate changes by the factor
$$\lambda\left(1+\frac{\ln\lambda}{\beta E_*}\right), \tag{15}$$
where $E_*$ is the original field. The factor $\lambda$ comes from growth and the bracket from the field.

Equation (3) also gives a way to obtain $\beta$ from runs at several currents:
$$\frac1j\frac{dV}{dt}=\frac{v_c\eta}{\beta}\left[\ln j+\ln\frac{f_i}{j_0}\right]. \tag{16}$$
Here $j$ and $j_0$ are numbers in the same unit. A plot of the left side against $\ln j$ has gradient $v_c\eta/\beta$. Finding $\beta$ from it requires an independent value of $\eta$, which must not vary with current. The condition is strict: a drift $d\ln\eta/d\ln j$ changes the gradient by a relative amount of about $\beta E_*\,d\ln\eta/d\ln j$, and $\beta E_*\approx41$ in the example of Section 5. There, a rise of $f_i$ from 0.973 to 0.986 over one decade of current would return $\beta\approx52$ nm/V instead of 64 nm/V.

## 5. Worked example: tantalum oxide

The inputs are $j=1.00$ mA/cm², $f_i=0.98$, $f_r=0.99$, $T=298.15$ K, $x_0=2.0$ nm, $E_0=0$ and $V_{\rm off}=1.0$ V. The oxide has $M=441.891$ g/mol, $\rho=8.0$ g/cm³ and relative permittivity 27. The hopping parameters are $Z_i=5$, $a=0.33$ nm, $W=1.80$ eV, $n=10^{22}$ cm⁻³ and $\nu=10^{13}$ s⁻¹. The offset is a chosen value: against a hydrogen-evolving cathode the reversible part is about $-0.75$ V, so $+1.0$ V implies some 1.75 V of overpotential and ohmic drop. Extra digits below keep the arithmetic traceable; they do not express material accuracy.

With $kT=0.02569$ eV, equation (5) gives
$$\beta=\frac{5(0.33)}{0.02569}\simeq64.22\ {\rm nm/V},\qquad
j_0=1.981\times10^{-21}\ {\rm A/cm^2}.$$
The ionic current is $0.980$ mA/cm², so
$$\beta E_*=\ln\frac{9.80\times10^{-4}}{1.981\times10^{-21}}=40.743,$$
$$E_*=\frac{40.743}{64.221}=0.6344\ {\rm V/nm}=6.344\ {\rm MV/cm}.$$
The backward-to-forward jump ratio is $4.09\times10^{-36}$, which justifies (7).

The volume per charge is
$$v_c=\frac{441.891}{10(96485)(8.0)}=5.725\times10^{-5}\ {\rm cm^3/C}.$$
Using $1$ cm $=10^7$ nm,
$$\frac{dx}{dt}=(5.725\times10^{-5})(10^7)(0.99)(9.80\times10^{-4})
=0.5554\ {\rm nm/s}.$$
The voltage rate is
$$\frac{dV}{dt}=0.5554(0.6344)=0.3524\ {\rm V/s}=21.14\ {\rm V/min}.$$
The film gains $1/E_*=1.576$ nm per volt across it.

Charging from zero field takes $t_c=15.48$ ms, with $\tau=0.380$ ms. The stored charge is $15.17$ µC/cm², and the forgone thickness is $0.0086$ nm. The intercept in (14) is therefore
$$1.0+0.6344(2.0-0.0086)=2.26\ {\rm V}.$$
At 60, 180 and 300 s the cell voltage is 23.41, 65.69 and 107.97 V. The final thickness is 168.6 nm.

As a test, (8), with the full law (6), and the atom count were integrated numerically from starting fields of zero and 7.0 MV/cm. Both runs reached $E_*$ and the predicted voltage line; the run from zero field gave $0.35237$ V/s, the formula's value. An ohmic law with conductivity chosen to carry the same ionic current at the same $E_*$ also gave a straight line with this slope. This confirms the distinction made in Section 3.

The field rises by $\ln10/\beta=0.359$ MV/cm per decade of current. Doubling the current multiplies the voltage rate by
$$2\left(1+\frac{\ln2}{40.743}\right)=2.034.$$
Lowering $f_i$ from 0.98 to 0.93, with $j$ and $f_r$ fixed, lowers the voltage rate by 5.22%. Most of this comes from slower growth, since the logarithm changes little. If efficiency drifts during a run, the line bends.

## 6. Effects outside the basic model

### Curvature of the barrier

Equation (4) keeps the barrier top midway between sites. A smooth barrier changes shape when tilted. Consider
$$U(s)=-\frac W2\cos\frac{2\pi s}{L}-qEs,\qquad b=\frac{qEL}{\pi}<W.$$
Let $\theta=2\pi s/L$. Setting $dU/ds=0$ gives $\sin\theta=b/W$. The minimum is at $\theta_0=\arcsin(b/W)$ and the next maximum at $\pi-\theta_0$. Since $qEs=b\theta/2$, the barrier between them is
$$B=W\cos\theta_0-\frac b2(\pi-2\theta_0)
=\sqrt{W^2-b^2}-b\arccos\frac bW. \tag{17}$$
The last step uses $\pi/2-\theta_0=\arccos(b/W)$. For small $b$,
$$B\simeq W-\frac{\pi b}{2}+\frac{b^2}{2W}=W-qaE+\frac{b^2}{2W}.$$
The quadratic term raises the barrier, so a larger field is needed for the same current.

Keeping $J_p$, solve $J_pe^{-B/kT}=f_ij$. The result is 7.369 MV/cm, 16.2% above the linear-barrier value. At fixed efficiency the voltage rate rises by the same percentage, but the field remains constant in time.

Differentiating (17), the two terms containing $b/\sqrt{W^2-b^2}$ cancel, leaving $dB/db=-\arccos(b/W)$. The local conduction coefficient is therefore
$$\beta_{\rm loc}=-\frac1{kT}\frac{dB}{dE}
=\frac{qL}{\pi kT}\arccos\frac bW.$$
It equals 46.05 nm/V at the new field, compared with 64.22 nm/V in the linear model. For engineering use, $j_0$ and $\beta$ should be fitted near the working field, not extrapolated from low field.

### Heating

From (3) and (5),
$$E_*=\frac{W+kT\ln(f_ij/J_p)}{qa},\qquad
\frac{dE_*}{dT}=\frac{k\ln(f_ij/J_p)}{qa}. \tag{18}$$
Here $f_ij<J_p$, so the field falls on heating, by 0.241% per kelvin. At 300 s the electrical power is $jV=0.108$ W/cm². If all of it leaves through a surface with the chosen heat-transfer coefficient 0.05 W/(cm² K), the temperature rise is 2.16 K. The voltage then changes by $-0.56$ V, about $-0.5\%$ of the cell voltage. Poor stirring would increase this effect.

### Trapped charge

Suppose that trapping leaves a uniform positive net charge density $\rho_t$, counted after any compensation by mobile ions, and that the field at the metal stays at $E_*$. This charge profile is imposed, not derived from (7): with uniform $j_0$ and $\beta$, (7) would give a current that varies with depth. The conduction parameters must therefore vary with depth to keep the current uniform, and the result is only a sizing. Gauss's law gives $dE/ds=\rho_t/\varepsilon$, hence
$$E(s)=E_*+\frac{\rho_ts}{\varepsilon},\qquad
\int_0^xE\,ds=E_*x+\frac{\rho_tx^2}{2\varepsilon}. \tag{19}$$
Since $x$ grows linearly, the extra voltage is quadratic in time. For $10^{17}$ elementary charges per cm³ it is 0.95 V at 300 s. Negative trapped charge would reverse its sign.

### Electron tunnelling and breakdown

The assumed leakage is 20 µA/cm². To size tunnelling, replace the electrolyte by a metal-like emitter with free-electron mass $m$. Let $w$ be the electron energy for motion normal to the surface, measured from the Fermi level, and $\phi$ the barrier height. In this subsection $s$ is the distance from the emitter into the oxide. In the field $E_*$ the barrier falls linearly with $s$. For a film thicker than the tunnelling distance $(\phi-w)/eE_*$, about 3 nm at the Fermi level for the barrier found below, the WKB transmission is
$$D(w)=\exp\left[-2\int_0^{(\phi-w)/eE_*}\frac{\sqrt{2m(\phi-w-eE_*s)}}{\hbar}ds\right]$$
$$=\exp\left[-\frac{4\sqrt{2m}\,(\phi-w)^{3/2}}{3\hbar eE_*}\right].$$
Motion parallel to the surface has $m/(\pi\hbar^2)$ states per area and energy, including spin. Integrating the Fermi function over that energy gives $kT\ln(1+e^{-w/kT})$. Normal motion supplies $dw/(2\pi\hbar)$ attempts per second. Thus
$$J_t=\frac{em}{2\pi^2\hbar^3}\int kT\ln(1+e^{-w/kT})D(w)\,dw. \tag{20}$$
This current equals the assumed leakage at $\phi=1.92$ eV. A lower barrier would give more leakage from such an emitter. The value depends on using the free-electron mass inside the oxide: a tunnelling mass of $0.5m$ or $0.3m$ raises it to 2.4 or 2.9 eV, and image-force lowering, neglected here, adds up to about 0.1 eV. The starting film of 2.0 nm is thinner than the tunnelling distance. With $\phi=1.92$ eV and the barrier cut off at the metal, such an emitter would pass about 24 mA/cm² at $E_*$, far more than $j$, falling to 0.4 mA/cm² at 2.5 nm and 0.03 mA/cm² at 3 nm. Constant leakage is therefore not supported by this estimate below about 3 nm. An electrolyte does not supply electrons like a metal, so this value is a sizing, not a prediction of the leakage.

Breakdown is not calculated. If 200 V is chosen as a safe limit, (14) reaches it after
$$\frac{200-2.26}{0.3524}\simeq561\ {\rm s}.$$
Beyond breakdown, constant efficiency and uniform conduction can no longer be assumed.

## 7. Relation to real films and use

For compact anodic tantalum oxide near room temperature, fields of several MV/cm and thicknesses between roughly 1.5 and 2 nm per volt are typical. The example lies in that regime, but its parameters are rough and were not fitted to a particular electrolyte. The jump length $L=0.66$ nm is long compared with the few tenths of a nanometre between neighbouring ions. It should be read as an effective length, and the formal ion charge of five as an effective charge. In real tantalum oxide both metal and oxygen ions move, whereas (5) represents them by one effective species. With the trapped density and heat-transfer coefficient chosen here, barrier curvature moves the predicted field most, by 16%, although a trapped density of $2\times10^{18}$ cm⁻³ in (19) would exceed it, raising the mean field by 18% at 300 s. For curvature, fitted conduction parameters absorb much of that uncertainty near the fitting point.

When hopping parameters are supplied and $f_ij\gg j_0$, an implementation can evaluate $E_*$ as $[W+kT\ln(f_ij/J_p)]/(qa)$, which avoids forming the very small $j_0$. When $f_ij$ is not large compared with $j_0$, the arcsinh form of Section 2 is needed; the logarithm gives a negative field if $f_ij<j_0$. With $E$ in V/nm and $v_cj$ in cm/s, a factor $10^7$ converts the voltage rate to V/s. Fits should retain a free intercept and exclude the charging transient, together with any slower initial adjustment of the film's conduction, which the model omits by keeping $j_0$ and $\beta$ constant in time. A bend in the measured line signals a departure from the assumptions, but voltage alone does not identify its cause: changing efficiency, heating and trapped charge can each produce one. If $V_{\rm off}$ stays constant, an independent thickness measurement separates a change in growth rate from a change in mean field. The numerical output lists the values for the example.

## Values computed for the example and the checks

```
Temperature: 298.15 K; kT: 0.02569 eV
Total current density: 1.00 mA/cm2
Ionic fraction: 0.98; retained: 0.99
Overall efficiency: 0.9702
Ion charge: 5 e; activation distance: 0.33 nm
Zero-field barrier: 1.80 eV
Ion density: 1.0e+22 cm^-3; attempts: 1.0e+13 s^-1
Hopping prefactor n q L nu: 5.287e+09 A/cm2
j0: 1.981e-21 A/cm2; beta: 64.221 nm/V
Oxide density: 8.0 g/cm3; M: 441.891 g/mol
Electrons per Ta2O5: 10
Oxide volume per charge: 5.7248e-05 cm3/C
Relative permittivity: 27
Initial thickness: 2.0 nm; offset: 1.0 V
Ionic current density: 0.980 mA/cm2
beta E*: 40.743
Backward/forward jump ratio: 4.09e-36
Steady field: 0.6344 V/nm = 6.344 MV/cm
Growth rate: 0.5554 nm/s
Voltage rate, formula: 0.35237 V/s = 21.14 V/min
Voltage rate, simulation: 0.35237 V/s
Thickness per film volt: 1.576 nm/V
Relaxation time tau: 0.3798 ms
Charging time from zero field: 15.48 ms
Stored charge: 15.17 uC/cm2
Thickness lost to charging: 0.00860 nm
Cell voltage at 60 s: 23.41 V
Cell voltage at 180 s: 65.69 V
Cell voltage at 300 s: 107.97 V
Thickness at 300 s: 168.62 nm
Field rise per decade of current: 0.359 MV/cm
Voltage-rate ratio for doubled current: 2.0340
Voltage rate, ohmic film of equal field: 0.35237 V/s
Rate change, ionic fraction 0.93: -5.22 %
Field with curved barrier: 7.369 MV/cm
Field change from curvature: 16.2 %
Local beta with curved barrier: 46.05 nm/V
Field change per kelvin: -0.241 %/K
Heat-transfer coefficient: 0.05 W/(cm2 K)
Heating at 300 s: 2.16 K
Voltage change from heating: -0.56 V
Trapped charge density: 1.0e+17 e/cm3
Voltage change from trapped charge: 0.95 V
Assumed electronic current: 20.0 uA/cm2
Barrier at which tunnelling supplies it: 1.92 eV
Chosen voltage limit: 200 V, reached at 561 s
```
